# Fixed Displacement Field and the Stability of Negative Dielectric Curvature

## One unstable mode between two plates

Take a crystal cell of volume \(\Omega\) with one polar displacement \(u\) along \(z\). It carries a dipole \(Zu\), so its polarization is \(P=Zu/\Omega\). Near the nonpolar state, and without a macroscopic field, let its energy be

\[
W(u)=-\tfrac12 A u^2,\qquad A>0 .
\]

The state \(u=0\) is at the top of a barrier. Hartree atomic units are used, with the convention

\[
D=E+4\pi P .
\]

First connect the two plates by a wire. Then \(E=0\), the energy is \(W\), and any small displacement grows.

Now insulate the plates and leave no free charge on them. Then \(D=0\), and a displacement creates the field \(E=-4\pi P=-4\pi Zu/\Omega\). This field stores the energy \(\Omega E^2/8\pi\), so the total is

\[
U(u)=-\tfrac12Au^2+\frac{\Omega}{8\pi}\left(\frac{4\pi Zu}{\Omega}\right)^2
=\frac12\left(\frac{4\pi Z^2}{\Omega}-A\right)u^2 .
\]

The same state is now a minimum if \(A<4\pi Z^2/\Omega\). The material still has its barrier; the electrical constraint has made the motion off the barrier costly. If \(A\) is too large, the cost does not suffice. Fixing \(D\) therefore can stabilize the state, but need not do so.

## The two energies

In a first-principles calculation there are many internal variables. Collect them in a vector \(x\), which contains atomic displacements and independent electronic parameters. Let \(W(x)\) be the cell energy without the energy of the macroscopic field. The following is assumed:

- The cell is homogeneous, insulating, and fixed in shape and volume.
- \(P(x)\) is the \(z\) component of the polarization, followed on one continuous branch. Transverse fields are zero or uncoupled by symmetry.
- Stability means a local minimum with respect to \(x\).

At fixed \(D\), the free charge density on the plates, \(D/4\pi\), is fixed. No charge passes through the external circuit and no electrical work is done. The energy to minimize is

\[
U(x;D)=W(x)+\frac{\Omega}{8\pi}\,[D-4\pi P(x)]^2 .
\]

At fixed \(E\), a source moves charge as \(P\) changes. Its work is included by subtracting \(\Omega ED/4\pi\) from the material and field energy:

\[
W+\frac{\Omega E^2}{8\pi}-\frac{\Omega E}{4\pi}(E+4\pi P)
=W-\Omega EP-\frac{\Omega E^2}{8\pi}.
\]

The last term is constant at fixed \(E\). We may therefore minimize

\[
F(x;E)=W(x)-\Omega EP(x).
\]

To compare the two forms, expand the square in \(U\):

\[
U=W-\Omega DP+2\pi\Omega P^2+\frac{\Omega D^2}{8\pi}.
\]

The first two terms have the form of \(F\), with \(D\) in the place of \(E\). The last is constant at fixed \(D\). The added term that depends on the state is \(2\pi\Omega P^2\), which is quadratic in polarization and positive.

## Same stationary states, different curvature

Write \(p=\partial P/\partial x\), a column vector. Differentiating \(U\) by the chain rule gives

\[
\frac{\partial U}{\partial x}
=\frac{\partial W}{\partial x}
+\frac{\Omega}{8\pi}\,2(D-4\pi P)(-4\pi p)
=\frac{\partial W}{\partial x}-\Omega(D-4\pi P)p .
\]

Since \(D-4\pi P=E\), this vanishes when

\[
\frac{\partial W}{\partial x}=\Omega E\,p ,
\]

which is also the condition \(\partial F/\partial x=0\). A stationary state at fixed \(D\) is thus stationary at fixed \(E\), if the held field is the one found in that state. In a relaxation at fixed \(D\), the force has the fixed-field form, but \(E=D-4\pi P\) must be updated as \(P\) changes.

This update alters the second derivative. Let \(K_E\) and \(K_D\) be the Hessians of \(F\) and \(U\) at the common stationary state. From \(F\),

\[
K_E=\frac{\partial^2W}{\partial x\,\partial x^T}
-\Omega E\frac{\partial^2P}{\partial x\,\partial x^T}.
\]

Differentiating the gradient of \(U\) once more gives the same two terms, and another from \(\partial(D-4\pi P)/\partial x=-4\pi p\):

\[
K_D=K_E+4\pi\Omega\,p\,p^T .
\]

No linear relation between \(P\) and \(x\) has been assumed. For a displacement \(v\), the added quadratic form is \(4\pi\Omega(p^Tv)^2\geq0\). It stiffens motions that change \(P\) and leaves the others as they were.

## Permittivity and the stability criterion

Change \(E\) by \(dE\) and follow the stationary state. Differentiating \(\partial W/\partial x-\Omega Ep=0\) gives

\[
K_E\,dx-\Omega p\,dE=0 ,
\qquad
\frac{dP}{dE}=p^T\frac{dx}{dE}=\Omega\,p^TK_E^{-1}p .
\]

Here \(K_E\) must have no zero eigenvalue. With \(D=E+4\pi P\), the static permittivity at fixed cell is

\[
\varepsilon=\frac{dD}{dE}=1+4\pi\Omega\,p^TK_E^{-1}p .
\]

The same number relates the two determinants. Put \(a=K_E^{-1}p\) and factor the Hessian:

\[
K_D=K_E\,(1+4\pi\Omega\,a\,p^T).
\]

The matrix in brackets leaves every vector orthogonal to \(p\) unchanged. It multiplies \(a\) by \(1+4\pi\Omega p^Ta=\varepsilon\). If \(p^Ta\neq0\), these vectors span the space, and the determinant of the bracket is \(\varepsilon\); the case \(p^Ta=0\) follows by continuity. Hence

\[
\frac{\det K_D}{\det K_E}=\varepsilon .
\]

Let \(K_E\) have \(m\) negative eigenvalues.

**Case \(m=0\).** The state is stable at fixed \(E\). The added form is nonnegative, so it is stable at fixed \(D\) too. Since \(p^TK_E^{-1}p\geq0\), we have \(\varepsilon\geq1\).

**Case \(m=1\).** \(K_E\) is positive on a subspace of one dimension less than the full space. \(K_D\) is positive there as well and can have at most one eigenvalue that is not positive. It is therefore positive definite if and only if \(\det K_D>0\). As \(\det K_E<0\), this requires \(\varepsilon<0\).

**Case \(m\geq2\).** The negative subspace of \(K_E\) contains a direction orthogonal to \(p\). The added term vanishes along it, so an instability remains.

If neither Hessian has a zero eigenvalue, a state that is unstable at fixed \(E\) is therefore a minimum at fixed \(D\) if and only if it has one negative fixed-\(E\) eigenvalue and \(\varepsilon<0\). Negative permittivity alone is not sufficient. This was tested on 180 nonlinear models with three variables. Among the 60 with one negative mode, 6 were stabilized and 54 were not. In 23 models with two negative modes \(\varepsilon\) was negative, and none was stabilized. These counts reflect the random choice of models and are no statistics of materials.

## Why a stable state can have negative curvature

Two curvatures must be kept apart. One belongs to \(U(x;D)\) as \(x\) varies at fixed \(D\), and it decides stability. The other belongs to the relaxed energy \(U^*(D)\), in which \(x\) has followed \(D\).

Because \(\partial U/\partial x=0\) in the relaxed state, only the explicit dependence on \(D\) enters the first derivative:

\[
\frac{dU^*}{dD}=\frac{\Omega}{4\pi}(D-4\pi P)=\frac{\Omega E}{4\pi},
\qquad
\frac{d^2U^*}{dD^2}=\frac{\Omega}{4\pi}\frac{dE}{dD}
=\frac{\Omega}{4\pi\varepsilon}.
\]

If \(\varepsilon<0\), then \(U^*\) is concave in \(D\), even where \(K_D\) is positive definite. To see the mechanism, differentiate \(\partial U/\partial x=0\) along the relaxed branch. This gives \(K_D\,dx/dD=\Omega p\), and

\[
\frac{d^2U^*}{dD^2}
=\frac{\Omega}{4\pi}\left(1-4\pi p^T\frac{dx}{dD}\right)
=\frac{\Omega}{4\pi}-\Omega^2p^TK_D^{-1}p .
\]

The first term is the curvature with \(x\) frozen. The second is the reduction by relaxation. When the polarization responds so strongly that \(4\pi\,dP/dD>1\), an increase in \(D\) lowers \(E\), and the total becomes negative.

## A soft mode with electronic screening

Now add an electronic dipole \(w\) and a quartic term that bounds the soft mode:

\[
W=-\tfrac12Au^2+\tfrac14Bu^4+\frac{w^2}{2\alpha},
\qquad \Omega P=Zu+w .
\]

The electronic polarizability \(\alpha\) is related to the permittivity at frozen \(u\) by \(\varepsilon_\infty=1+4\pi\alpha/\Omega\).

At fixed \(E\), stationarity gives \(w=\alpha E\) and \(-Au+Bu^3=ZE\). With the mode curvature

\[
k=-A+3Bu^2 ,
\]

we have \(du/dE=Z/k\), and therefore

\[
\varepsilon=1+\frac{4\pi}{\Omega}\left(\alpha+\frac{Z^2}{k}\right)
=\varepsilon_\infty+\frac{4\pi Z^2}{\Omega k}.
\]

At fixed \(D\), define \(X=D-4\pi Zu/\Omega\). The part of \(U\) that contains \(w\) is

\[
\frac{w^2}{2\alpha}+\frac{\Omega}{8\pi}\left(X-\frac{4\pi w}{\Omega}\right)^2 .
\]

Its derivative vanishes when \(w/\alpha=X-4\pi w/\Omega\), so \(w=\alpha X/\varepsilon_\infty\) and \(E=X/\varepsilon_\infty\). Inserting this gives

\[
\frac{\alpha X^2}{2\varepsilon_\infty^2}+\frac{\Omega X^2}{8\pi\varepsilon_\infty^2}
=\frac{\Omega X^2}{8\pi\varepsilon_\infty^2}\left(\frac{4\pi\alpha}{\Omega}+1\right)
=\frac{\Omega X^2}{8\pi\varepsilon_\infty}.
\]

The energy left for \(u\) has the curvature \(k+4\pi Z^2/(\Omega\varepsilon_\infty)\). Electronic screening thus divides the stabilizing term by \(\varepsilon_\infty\). The stable region of negative dielectric curvature is

\[
-\frac{4\pi Z^2}{\Omega\varepsilon_\infty}<k<0 .
\]

At its upper edge, \(k=0\), \(\varepsilon\) diverges and \(1/\varepsilon\) passes through zero. This is the spinodal, the limit of stability at fixed \(E\). There \(3Bu_s^2=A\), and the branch with \(u_s>0\) has

\[
u_s=\sqrt{\frac{A}{3B}},\qquad
E_s=\frac{u_s(-A+Bu_s^2)}{Z}=-\frac{2Au_s}{3Z}.
\]

At the lower edge, \(\varepsilon=0\) and stability at fixed \(D\) is lost.

## Numbers for one double well

The round parameters are \(\Omega=200\), \(Z=5\), \(\varepsilon_\infty=5\), \(A=0.02\) and \(B=0.08\), all in atomic units. They describe no particular material. The wells lie at \(u=\pm\sqrt{A/B}=\pm0.5\), with \(P=\pm0.0125\), or \(0.715\ \mathrm{C/m^2}\) in magnitude. Their depth is \(A^2/4B=0.00125\) hartree, or 34 meV per cell.

The largest \(A\) that fixed \(D\) can stabilize at \(u=0\) is

\[
\frac{4\pi Z^2}{\Omega\varepsilon_\infty}=\frac{4\pi\times25}{200\times5}=0.314 .
\]

The chosen \(A\) is far below it. Since \(k\geq-A\), the reduced curvature is at least \(0.314-0.02=0.294\) for every \(u\). The homogeneous cell has one minimum at each \(D\).

At \(D=0.05\) relaxation gives \(u=0.16867\). Then

\[
E=\frac{0.05-4\pi\times5\times0.16867/200}{5}=-5.98\times10^{-4},
\]

or \(-3.1\times10^8\ \mathrm{V/m}\). The field is opposite to \(D\) because \(4\pi P\) exceeds \(D\). Further,

\[
k=-0.02+0.24\times(0.16867)^2=-0.01317,
\qquad
\varepsilon=5-\frac{1.571}{0.01317}\approx-114 .
\]

The slope of the relaxed \(D(E)\) curve gives the same permittivity. The second difference of the relaxed energy is \(-0.139\), in agreement with \(\Omega/(4\pi\varepsilon)\).

In the variables \((u,w)\), the fixed-\(E\) eigenvalues are \(-0.0132\) and \(0.0157\); those at fixed \(D\) are \(0.0146\) and \(1.62\). Their values depend on how \(u\) and \(w\) are scaled, but their signs and the determinant ratio do not. The ratio is again about \(-114\).

If the state is displaced by 0.02 bohr and then relaxed at the same fixed \(E\), it leaves the barrier region. It ends at \(u=-0.5625\) or \(0.3939\), depending on the side. These values and the initial \(0.1687\) are the three roots of \(Bu^3-Au-ZE=0\). Their sum vanishes within rounding, as it must without a quadratic term.

The spinodal lies at \(u_s=0.289\), \(D_s=0.0868\) and \(E_s=-7.70\times10^{-4}\). The concave region is thus \(|D|<0.0868\). From there to the well at \(D=0.157\), \(\varepsilon\) is positive although \(E\) is still negative: the state is locally stable at either constraint. A scan in \(D\) passes the spinodal smoothly. Integrating \(\Omega E/4\pi\) from \(D=0\) to the well gives \(-0.00125\) hartree, so the scan recovers the whole barrier.

For a failed case take \(A=0.4\). At \(u=0\) the reduced curvature is \(0.314-0.4=-0.086\), and the state is unstable even at fixed \(D\). Its permittivity, \(5-1.571/0.4=1.07\), looks ordinary, so \(\varepsilon>1\) does not prove stability. At \(D=0\) the cell relaxes to \(|u|=1.036\), where polarization persists against its own depolarizing field. That field is about \(3.3\times10^{10}\ \mathrm{V/m}\), far above the breakdown field of real insulators, so this case only illustrates the criterion.

## A ferroelectric layer in series with a dielectric

A battery fixes the total voltage \(V\), not \(D\) in one layer. Let a homogeneous ferroelectric layer of thickness \(l\) be in series with a linear dielectric of thickness \(l_d\) and permittivity \(\varepsilon_d>0\). Without free charge at the interface, both have the same \(D\). Per unit area, after subtracting the battery work \(VD/4\pi\), the energy is

\[
G(D)=\frac{l}{\Omega}U^*(D)+\frac{l_dD^2}{8\pi\varepsilon_d}-\frac{VD}{4\pi},
\qquad
\frac{d^2G}{dD^2}=\frac1{4\pi}\left(\frac{l}{\varepsilon}+\frac{l_d}{\varepsilon_d}\right).
\]

If the internal variables are stable at fixed \(D\), the stack is stable against uniform changes when the bracket is positive. For negative \(\varepsilon\) this means \(l_d/\varepsilon_d>l/|\varepsilon|\). In the example, \(|\varepsilon|\) is smallest at \(u=0\), where \(\varepsilon=-73.5\). The whole concave region is then stabilized if \(l_d/l>\varepsilon_d/73.5\). As \(l_d\to0\), the condition fails and the fixed-\(E\) instability returns.

This condition concerns stability only. The dielectric must also withstand the field \(D/\varepsilon_d\). With the present parameters and \(\varepsilon_d=10\), this field is about \(4.5\times10^9\ \mathrm{V/m}\) at the spinodal, above the breakdown field of common oxide films. With such an oxide film as the dielectric, this stack could not be held statically over the whole concave region without leakage or breakdown.

## Domains and the size of the supercell

So far every cell had the same polarization. Now let \(P_z\) vary with a wavevector \(\mathbf q\neq0\) at an angle \(\theta\) to \(z\), with no transverse polarization. Without free charge in the interior, \(\nabla\times\mathbf E=0\) makes \(\mathbf E_{\mathbf q}\) parallel to \(\mathbf q\), and \(\nabla\cdot(\mathbf E+4\pi\mathbf P)=0\) fixes its size:

\[
\mathbf E_{\mathbf q}=-4\pi\hat{\mathbf q}\,P_{\mathbf q}\cos\theta,
\qquad
\frac{\langle|\mathbf E|^2\rangle}{8\pi}=2\pi\langle P_z^2\rangle\cos^2\theta .
\]

In a medium without surfaces, a modulation along \(z\) pays the full cost and a lateral one, with \(\theta=90^\circ\), pays none. In a film, a lateral modulation also leaves bound charge on the surfaces. For a film in vacuum with a modest in-plane permittivity, the cost of its field is small only if the period is short compared with the thickness. Electrodes, or neighbouring layers of high permittivity, screen this charge and lower the cost at longer periods as well. For the medium without surfaces, a finite-difference solution of Poisson's equation on a periodic grid gives the ratio of the field energy to \(2\pi\langle P_z^2\rangle\) as 0.0000, 0.7964 and 0.9989 for \(\cos^2\theta=0\), \(0.8\) and \(1\). If \(P_z\) is only the polarization of the mode, an isotropic electronic background divides this cost by \(\varepsilon_\infty\).

Consider a lateral row of \(N\) cells with periodic ends and the added coupling energy \(\tfrac12J\sum_i(u_i-u_{i+1})^2\). Short-range dipole interactions are taken to be contained in \(J\). The coupling contributes \(J(2u_i-u_{i-1}-u_{i+1})\) to the energy gradient. For \(u_i\propto\cos(qi)\), this is \(2J(1-\cos q)u_i\). The average polarization is zero for \(q\neq0\), so fixing the average \(D\) adds nothing. Around \(u=0\) the mode curvature is

\[
k_q=-A+2J(1-\cos q),\qquad q\neq0 .
\]

The smallest nonzero wavevector is \(2\pi/N\). With \(J=0.03\) and \(A=0.02\), seven cells give \(k_q=+0.0026\) and eight give \(-0.0024\). The homogeneous state is locally stable in the first supercell and unstable in the second, with \(D=0\) on average in both. For \(N=7\) it is also the lowest state, because the quadratic part of the energy is positive definite and the quartic term cannot be negative. With a more general energy, local stability would not exclude a lower state at finite distance.

With 16 cells, relaxation from one sinusoidal period gives regions of both signs and an energy of \(-0.000538\) hartree per cell relative to \(u=0\). Uniform wells would give \(-0.00125\) at \(E=0\). The excess for the row is \(16\times0.000712=0.0114\) hartree, the price of the transitions between the regions.

A primitive-cell calculation at fixed \(D\) therefore establishes a homogeneous branch and its stability within that cell. In the row above, \(-A\) is replaced by \(k\) around other homogeneous states, so every state with \(k<0\) is unstable if \(N\) is large enough. To decide whether a film can remain on the branch, one also needs its modes at finite lateral wavevector, including the fields of the surface charges. Where one of them is unstable, the negative curvature belongs to a constrained state. The complete values are in the numerical output below.

## Numbers as computed

```
general models tested: 180
one negative mode, stabilized at fixed D: 6
one negative mode, not stabilized: 54
two negative modes with eps<0, not stabilized: 23
volume = 200 bohr^3, Z = 5 e, eps_inf = 5
A = 0.02 Ha/bohr^2, B = 0.08 Ha/bohr^4, J = 0.03 Ha/bohr^2
electronic polarizability alpha = 63.662 bohr^3
well displacement = 0.5000 bohr
well polarization = 0.01250 e/bohr^2 = 0.715 C/m^2
well displacement field D = 0.15708 a.u.
well depth formula = 0.001250 Ha = 34.01 meV
well depth from integral of E over D = 0.001250 Ha
eps at u=0: -73.540
chosen D = 0.050 a.u.
relaxed u = 0.16867 bohr
relaxed electronic dipole w = -0.03806 e bohr
polarization at chosen D = 0.004026 e/bohr^2
E at chosen D = -5.9790e-04 a.u. = -3.075e+08 V/m
mode curvature k at chosen D = -0.013172 Ha/bohr^2
eps at chosen D: formula -114.25, scan -114.26
fixed-E Hessian eigenvalues = -0.01317, 0.01571 a.u.
fixed-D Hessian eigenvalues = 0.01458, 1.62159 a.u.
d2U/dD2: formula -0.13930, scan -0.13928 a.u.
released at same E: u = -0.5625 or 0.3939 bohr
spinodal u = 0.28868 bohr
spinodal D: formula 0.08684, scan 0.08684 a.u.
spinodal E: formula -7.6980e-04, scan -7.6980e-04 a.u.
spinodal E = -3.958e+08 V/m
largest A stabilized at u=0 = 0.31416 Ha/bohr^2
A = 0.4 Ha/bohr^2: eps at u=0 = 1.0730
A = 0.4: lowest fixed-D eigenvalue = -0.00537 a.u.
A = 0.4: relaxed |u| at D=0 = 1.0359 bohr
7 lateral cells: lowest eigenvalue = 0.002591 Ha/bohr^2
8 lateral cells: lowest eigenvalue = -0.002426 Ha/bohr^2
16 cells: domain energy relative to u=0 = -0.000538 Ha/cell
16 cells: domain energy = -14.64 meV/cell
16 cells: largest u = 0.4760 bohr
field energy/(2 pi <Pz^2>), q=(1,0): 0.0000
field energy/(2 pi <Pz^2>), q=(1,2): 0.7964
field energy/(2 pi <Pz^2>), q=(0,1): 0.9989
```
